# Why isotropic vapour pinches the mouth of a trench: a program that tests the result

```python
"""Isotropic vapour on a long trench with unit sticking.

Result under test: a vertical wall at depth z below the lip of a trench of
width w receives F(z)/F0 = (1/2) * (1 - z / sqrt(z^2 + w^2)),
where F0 is the flux on the open flat surface. Just below the lip this is 1/2.
Lengths inside the calculations are in units of w unless a name says nm.
T is the film thickness on the open surface, h the trench depth.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import dblquad


def wall_ratio(z):
    return 0.5 * (1.0 - z / np.sqrt(z * z + 1.0))


def mouth_integral(z, half_length=np.inf):
    """Sum of vapour arriving through every patch of the mouth."""
    value, _ = dblquad(lambda y, x: x * z / (x * x + y * y + z * z) ** 2,
                       0.0, 1.0, 0.0, half_length, epsabs=1e-9, epsrel=1e-8)
    return 2.0 * value / np.pi


def cone_ratio_numeric(c):
    """Lip-wall flux over open-surface flux, vapour within angle c of vertical."""
    wall, _ = dblquad(lambda phi, th: np.sin(th) ** 2 * np.cos(phi),
                      0.0, c, -np.pi / 2, np.pi / 2)
    flat, _ = dblquad(lambda phi, th: np.sin(th) * np.cos(th),
                      0.0, c, 0.0, 2 * np.pi)
    return wall / flat


def cone_ratio(c):
    return (c - np.sin(c) * np.cos(c)) / (np.pi * np.sin(c) ** 2)


def line_area(f, x):
    return np.sum(0.5 * (f[1:] + f[:-1]) * np.diff(x))


# ---- Example inputs (rough typical values) ----
width_nm, depth_nm = 50.0, 150.0
rate_nm_s, temperature, pressure_mtorr = 1.0, 300.0, 1.0
density_g_cm3, molar_mass = 19.3, 183.84      # tungsten
hop_nm, barrier_ev, attempt_hz = 0.274, 0.9, 1e13
gas_diameter_nm = 0.4
h = depth_nm / width_nm

# ---- Wall flux from the sum over the mouth ----
for z in (0.05, 0.2, 0.5, 1.0, 2.0, 3.0):
    assert abs(mouth_integral(z) - wall_ratio(z)) < 1e-5
slope_numeric = (mouth_integral(1.02) - mouth_integral(0.98)) / 0.04
assert abs(slope_numeric + 0.5 / 2.0 ** 1.5) < 2e-4
assert abs(mouth_integral(10.0) * 4 * 10.0 ** 2 - 1.0) < 0.01

# ---- Directional vapour: the open hemisphere is the cone of 90 degrees ----
half_numeric = cone_ratio_numeric(np.pi / 2)
assert abs(half_numeric - 0.5) < 1e-8
for degrees in (10, 30, 60):
    c = np.radians(degrees)
    assert abs(cone_ratio_numeric(c) - cone_ratio(c)) < 1e-7

# ---- Trace thermal atoms through the mouth ----
rng = np.random.default_rng(7)
atoms = 2_000_000
start = rng.random(atoms)
v_side = rng.normal(size=atoms)
v_down = np.sqrt(-2.0 * np.log(1.0 - rng.random(atoms)))
distance = np.where(v_side > 0, 1.0 - start, start)
landing = distance * v_down / np.abs(v_side)
traced = []
for top, bottom in ((0.0, 0.02), (0.45, 0.55), (0.95, 1.05), (1.9, 2.1)):
    count = np.count_nonzero((landing >= top) & (landing < bottom))
    flux = count / atoms / (2.0 * (bottom - top))
    grid = np.linspace(top, bottom, 201)
    assert abs(flux - np.mean(wall_ratio(grid))) < 0.012
    traced.append(flux)
assert all(a > b for a, b in zip(traced, traced[1:]))
floor_traced = np.mean(landing > h)
floor_share = np.sqrt(h * h + 1.0) - h
wall_share = h + 1.0 - np.sqrt(h * h + 1.0)
assert abs(floor_traced - floor_share) < 0.002
assert abs((1.0 - floor_traced) - wall_share) < 0.002

# ---- Imperfect sticking: repeated cosine re-emission in the fixed trench ----
n_wall, n_floor = 150, 50
zz = np.linspace(0.0, h, n_wall + 1)
xx = np.linspace(0.0, 1.0, n_floor + 1)
px = np.concatenate([np.zeros(n_wall + 1), xx[1:], np.ones(n_wall)])
py = np.concatenate([-zz, -h * np.ones(n_floor), -zz[::-1][1:]])
length = np.hypot(np.diff(px), np.diff(py))
tx, ty = np.diff(px) / length, np.diff(py) / length
mx, my = 0.5 * (px[1:] + px[:-1]), 0.5 * (py[1:] + py[:-1])
dx, dy = px[None, :] - mx[:, None], py[None, :] - my[:, None]
sine = (tx[:, None] * dx + ty[:, None] * dy) / np.hypot(dx, dy)
exchange = 0.5 * np.abs(np.diff(sine, axis=1))
np.fill_diagonal(exchange, 0.0)
direct = 0.5 * np.abs(sine[:, -1] - sine[:, 0])
sticking_values = (1.0, 0.9, 0.5, 0.1)
evenness = []
for s in sticking_values:
    arriving = np.linalg.solve(np.eye(len(mx)) - (1 - s) * exchange, direct)
    caught = s * np.sum(arriving * length)
    escaped = (1 - s) * np.sum(arriving * direct * length)
    assert abs(caught + escaped - 1.0) < 0.01
    deep = np.interp(2.0, -my[:n_wall], arriving[:n_wall])
    evenness.append(deep / arriving[0])
assert all(a < b for a, b in zip(evenness, evenness[1:]))


# ---- Growing film with full shading ----
def surface_flux(x, y):
    """Flux on each segment; the curve runs left to right, vapour above it."""
    sx, sy = np.diff(x), np.diff(y)
    size = np.hypot(sx, sy)
    nx, ny = -sy / size, sx / size
    cx, cy = 0.5 * (x[1:] + x[:-1]), 0.5 * (y[1:] + y[:-1])
    angle = np.arctan2(y[None, :] - cy[:, None], x[None, :] - cx[:, None])
    on_left = np.arange(len(x))[None, :] <= np.arange(len(cx))[:, None]
    left = np.where(angle < 0, angle + 2 * np.pi, angle)
    sky_left = np.minimum(np.where(on_left, left, 10.0).min(axis=1), np.pi)
    sky_right = np.maximum(np.where(on_left, -10.0, angle).max(axis=1), 0.0)
    facing = np.arctan2(ny, nx)
    flux = 0.5 * (np.sin(sky_left - facing) - np.sin(sky_right - facing))
    flux = np.where(sky_left > sky_right, np.maximum(flux, 0.0), 0.0)
    return flux, nx, ny


def remesh(x, y, spacing):
    arc = np.concatenate([[0.0], np.cumsum(np.hypot(np.diff(x), np.diff(y)))])
    new = np.linspace(0.0, arc[-1], int(round(arc[-1] / spacing)) + 1)
    return np.interp(new, arc, x), np.interp(new, arc, y)


def grow(cells_per_width, checkpoints):
    spacing = 1.0 / cells_per_width
    step = 0.25 * spacing
    field = 0.4
    x = np.array([-field, 0.0, 0.0, 1.0, 1.0, 1.0 + field])
    y = np.array([0.0, 0.0, -h, -h, 0.0, 0.0])
    area_start = line_area(y, x)
    x, y = remesh(x, y, spacing)
    marks = [int(round(t / step)) for t in checkpoints]
    records = []
    for k in range(1, marks[-1] + 1):
        flux, nx, ny = surface_flux(x, y)
        ux, uy = flux * nx, flux * ny
        move_x = np.concatenate([[0.0], 0.5 * (ux[1:] + ux[:-1]), [0.0]])
        move_y = np.concatenate([[uy[0]], 0.5 * (uy[1:] + uy[:-1]), [uy[-1]]])
        x, y = x + step * move_x, y + step * move_y
        if k % 2 == 0:
            x, y = remesh(x, y, spacing)
        if k in marks:
            side = (x < 0.5) & (y > -0.8 * h)
            wx, wy = x[side], y[side]
            neck = np.argmax(wx)
            film = [wx[np.argmin(np.abs(wy + d))] for d in (1.0, 2.0)]
            filled = 1.0 + line_area(np.minimum(y, 0.0), x) / h
            added = (line_area(y, x) - area_start) / ((1 + 2 * field) * k * step)
            records.append((1 - 2 * wx[neck], wy[neck], film[0], film[1],
                            filled, added))
    return np.array(records)


checkpoints = (0.25, 0.5, 1.0, 1.5)
coarse = grow(30, checkpoints)
fine = grow(60, checkpoints)
mesh_change = np.max(np.abs(coarse[:, 0] - fine[:, 0]))
balance_error = np.max(np.abs(fine[:, 5] - 1.0))
assert mesh_change < 0.06
assert balance_error < 0.05
assert np.all(np.diff(fine[:, 0]) < 0)
for T, row in zip(checkpoints, fine):
    assert row[0] > 1.0 - T - 0.02           # mouth cannot close faster
    assert row[4] < T / h + 0.01             # metal must enter by the mouth
    assert 0.5 * (1 - row[0]) > row[2] > row[3]

# ---- Sizes of neglected effects ----
pressure = pressure_mtorr * 1e-3 * const.torr
free_path = const.k * temperature / (
    np.sqrt(2) * np.pi * (gas_diameter_nm * 1e-9) ** 2 * pressure)
finite_loss = 1.0 - mouth_integral(2.0, 5.0) / wall_ratio(2.0)
layer_time = hop_nm / rate_nm_s
hops = attempt_hz * layer_time * np.exp(
    -barrier_ev * const.e / (const.k * temperature))
barrier_limit = const.k * temperature / const.e * np.log(
    attempt_hz * layer_time / (2.0 * (width_nm / hop_nm) ** 2))
atom_density = density_g_cm3 / (molar_mass * const.atomic_mass * 1e3)
open_flux = rate_nm_s * 1e-7 * atom_density
assert free_path > 1e3 * depth_nm * 1e-9
assert hops < 1.0

print(f"Trench width, depth: {width_nm:.0f} nm, {depth_nm:.0f} nm")
print(f"Open-surface growth rate: {rate_nm_s:.1f} nm/s")
print(f"Tungsten density used: {density_g_cm3:.1f} g/cm3")
print(f"Open-surface atom flux: {open_flux:.2e} per cm2 per s")
print(f"Lip-wall ratio by hemisphere integral: {half_numeric:.4f}")
print(f"Traced ratio, top 1 nm of wall: {traced[0]:.3f}")
film_nm = checkpoints[0] * width_nm
print(f"Fixed-shape wall film for {film_nm:.1f} nm on open surface:")
for z in (0.0, 0.2, 0.5, 1.0, 2.0, 3.0):
    print(f"  depth {z * width_nm:5.0f} nm: ratio {wall_ratio(z):.4f}, "
          f"film {wall_ratio(z) * film_nm:.2f} nm")
print(f"Share of entering atoms caught by both walls: {wall_share:.3f}")
print(f"Share caught by floor: {floor_share:.3f}, traced {floor_traced:.3f}")
print("Growing film with shading (neck height is from original lip):")
for T, row in zip(checkpoints, fine):
    print(f"  open film {T * width_nm:.1f} nm: mouth {row[0] * width_nm:.1f} nm, "
          f"neck height {row[1] * width_nm:.0f} nm")
    print(f"    wall film at 50 nm depth {row[2] * width_nm:.2f} nm, "
          f"at 100 nm {row[3] * width_nm:.2f} nm")
    print(f"    filled fraction {row[4]:.3f}, upper bound {min(1, T / h):.3f}")
print(f"Largest mouth change on halving mesh: {mesh_change * width_nm:.2f} nm")
print(f"Largest metal-balance error: {100 * balance_error:.2f} %")
print("Film at 100 nm depth over film at top of wall, fixed shape:")
for s, value in zip(sticking_values, evenness):
    print(f"  sticking {s:.1f}: {value:.3f}")
print("Lip-wall ratio for vapour confined to a cone about the vertical:")
for degrees in (10, 30, 60):
    print(f"  half-angle {degrees} deg: {cone_ratio(np.radians(degrees)):.3f}")
print(f"Gas pressure, temperature: {pressure_mtorr:.0f} mTorr, "
      f"{temperature:.0f} K")
print(f"Gas collision diameter used: {gas_diameter_nm:.1f} nm")
print(f"Mean free path in gas: {free_path * 100:.1f} cm")
print(f"Flux loss at 100 nm depth, middle of 500 nm long trench: "
      f"{100 * finite_loss:.2f} %")
print(f"Hop length, barrier: {hop_nm:.3f} nm, {barrier_ev:.1f} eV")
print(f"Hop attempt frequency: {attempt_hz:.0e} per s")
print(f"Time to grow one hop length: {layer_time:.3f} s")
print(f"Surface hops in that time: {hops:.1e}")
print(f"Barrier at which atoms wander one trench width: {barrier_limit:.2f} eV")
print("OK")
```

Printed output:

```
Trench width, depth: 50 nm, 150 nm
Open-surface growth rate: 1.0 nm/s
Tungsten density used: 19.3 g/cm3
Open-surface atom flux: 6.32e+15 per cm2 per s
Lip-wall ratio by hemisphere integral: 0.5000
Traced ratio, top 1 nm of wall: 0.493
Fixed-shape wall film for 12.5 nm on open surface:
  depth     0 nm: ratio 0.5000, film 6.25 nm
  depth    10 nm: ratio 0.4019, film 5.02 nm
  depth    25 nm: ratio 0.2764, film 3.45 nm
  depth    50 nm: ratio 0.1464, film 1.83 nm
  depth   100 nm: ratio 0.0528, film 0.66 nm
  depth   150 nm: ratio 0.0257, film 0.32 nm
Share of entering atoms caught by both walls: 0.838
Share caught by floor: 0.162, traced 0.162
Growing film with shading (neck height is from original lip):
  open film 12.5 nm: mouth 39.1 nm, neck height 4 nm
    wall film at 50 nm depth 1.47 nm, at 100 nm 0.55 nm
    filled fraction 0.069, upper bound 0.083
  open film 25.0 nm: mouth 29.8 nm, neck height 12 nm
    wall film at 50 nm depth 2.36 nm, at 100 nm 0.93 nm
    filled fraction 0.112, upper bound 0.167
  open film 50.0 nm: mouth 16.1 nm, neck height 30 nm
    wall film at 50 nm depth 3.15 nm, at 100 nm 1.31 nm
    filled fraction 0.152, upper bound 0.333
  open film 75.0 nm: mouth 8.3 nm, neck height 51 nm
    wall film at 50 nm depth 3.37 nm, at 100 nm 1.45 nm
    filled fraction 0.167, upper bound 0.500
Largest mouth change on halving mesh: 1.30 nm
Largest metal-balance error: 0.27 %
Film at 100 nm depth over film at top of wall, fixed shape:
  sticking 1.0: 0.107
  sticking 0.9: 0.123
  sticking 0.5: 0.240
  sticking 0.1: 0.654
Lip-wall ratio for vapour confined to a cone about the vertical:
  half-angle 10 deg: 0.037
  half-angle 30 deg: 0.115
  half-angle 60 deg: 0.261
Gas pressure, temperature: 1 mTorr, 300 K
Gas collision diameter used: 0.4 nm
Mean free path in gas: 4.4 cm
Flux loss at 100 nm depth, middle of 500 nm long trench: 2.63 %
Hop length, barrier: 0.274 nm, 0.9 eV
Hop attempt frequency: 1e+13 per s
Time to grow one hop length: 0.274 s
Surface hops in that time: 2.1e-03
Barrier at which atoms wander one trench width: 0.45 eV
OK
```
